# Why trapped charge spreads between neighbouring cells on a shared nitride layer

A retention calculation for a charge-trap memory has to decide where the simulated nitride layer ends. The cheap choice is one programmed cell with reflecting walls halfway to its neighbours. This choice assumes that the neighbours hold the same charge. If a neighbour is erased, charge can cross the wall that the calculation has made impenetrable. The decision depends on how far a neighbour's state influences the in-plane field, and on what that field does to trapped electrons.

It is tempting to say that opposite-state neighbours create a field and same-state neighbours remove it. The second half is false when the nitride between the gates starts neutral: each programmed region then has charge edges whatever its neighbours hold. A model with one in-plane coordinate separates the effect of these edges from that of the neighbour.

## The charge pattern and its field

Let gates of length \(l\) be separated by gaps of length \(g\), with \(x\) running along the layer. The stored charge is a thin sheet between two flat, continuous, grounded conductors, at distances \(a\) and \(b\) from them. Set \(L=a+b\), and let one relative permittivity \(\varepsilon\) fill the space. The algebra uses Hartree atomic units, so the elementary charge is 1.

The trapped-electron density per area is \(n(x)\), and \(p(x)\) is a fixed positive density. The electron excess is \(\rho=n-p\). A programmed region starts with \(n=n_0\), \(p=0\); the gap starts with neither. In the same-state pattern all cells are programmed. In the opposite-state pattern every second cell has \(n=0\), \(p=n_0\). As a control, every second cell may instead be neutral.

An electron has energy \(U=-\phi\) in the potential \(\phi\), and the charge density is \(-\rho\). The two minus signs cancel in Poisson's equation:

\[
\nabla^2U=-\frac{4\pi}{\varepsilon}\rho(x)\delta(z).
\]

For \(\rho=\rho_q\cos qx\), write \(U=v(z)\cos qx\). Away from the sheet \(v''=q^2v\), and \(v\) vanishes at \(z=-a\) and \(z=b\). With \(v(0)=v_0\),

\[
v=v_0\frac{\sinh q(z+a)}{\sinh qa}\;(z<0),\qquad
v=v_0\frac{\sinh q(b-z)}{\sinh qb}\;(z>0).
\]

Integrating Poisson's equation across the sheet fixes the jump in slope:

\[
-v_0q(\coth qb+\coth qa)=-\frac{4\pi}{\varepsilon}\rho_q.
\]

Since \(\coth qa+\coth qb=\sinh qL/(\sinh qa\sinh qb)\), the response \(K=v_0/\rho_q\) is

\[
K(q)=\frac{4\pi}{\varepsilon}
\frac{\sinh qa\,\sinh qb}{q\sinh qL}.
\]

For \(q\to0\) it becomes \(K(0)=4\pi ab/(\varepsilon L)=1/C\), where \(C\) is the capacitance per area to both conductors in parallel. A uniform sheet therefore raises the electron energy but gives no in-plane force.

To see the range of the interaction, find the energy \(G(x)\) produced by a unit line of electrons at \(x=0\). Expand it in the functions \(\sin[k\pi(z+a)/L]\), which vanish on both conductors. With \(\kappa=k\pi/L\), the source has coefficient \((2/L)\sin\kappa a\), and the amplitude \(h_k\) obeys

\[
h_k''-\kappa^2h_k=-\frac{8\pi}{\varepsilon L}\sin(\kappa a)\,\delta(x),
\qquad
h_k=\frac{4\pi}{\varepsilon L\kappa}\sin(\kappa a)\,e^{-\kappa|x|}.
\]

Evaluation on the sheet supplies a second factor \(\sin\kappa a\). With \(r=e^{-\pi|x|/L}\) and \(\alpha=2\pi a/L\),

\[
G=\frac4\varepsilon\sum_{k\ge1}\frac{r^k}{k}\sin^2\frac{k\alpha}{2}
=\frac2\varepsilon\sum_{k\ge1}\frac{r^k}{k}(1-\cos k\alpha).
\]

The two sums are \(-\ln(1-r)\) and \(-\tfrac12\ln(1-2r\cos\alpha+r^2)\). Combining them, and dividing numerator and denominator by \(2r\), gives

\[
G(x)=\frac1\varepsilon\ln
\frac{\cosh(\pi x/L)-\cos(2\pi a/L)}
{\cosh(\pi x/L)-1}.
\]

Far away the \(k=1\) term dominates, so \(G\simeq(4/\varepsilon)\sin^2(\pi a/L)e^{-\pi|x|/L}\). The conductors screen the interaction over the length \(L/\pi\). Very close to the line, \(G\) grows logarithmically, as it would without conductors.

## Contrast turned into force

The energy is \(U(x)=\int G(x-x')\rho(x')dx'\). Because \(\partial_xG(x-x')=-\partial_{x'}G(x-x')\), integration by parts moves the derivative onto the density. The end terms vanish because \(G\) decays and \(\rho\) is bounded. If \(\rho\) jumps by \(\Delta\rho_j\) at \(x_j\), the force toward positive \(x\) is

\[
-U'(x)=-\sum_j\Delta\rho_j\,G(x-x_j).
\]

This is the precise sense in which charge contrast creates the lateral field. For a moment place the right edge of a programmed region at \(x=0\), and its neighbour's nearest edge at \(x=g\). The first jump is \(-n_0\). The second is \(\sigma n_0\), where \(\sigma=1,0,-1\) denotes a same-state, neutral or opposite-state neighbour. These two edges give

\[
-U'(x)=n_0[G(x)-\sigma G(g-x)].
\]

Near \(x=0\) the first term dominates and does not contain \(\sigma\). At mid-gap the force is \(n_0(1-\sigma)G(g/2)\): it cancels for equal neighbours and doubles, relative to the neutral case, for opposite ones. The logarithmic singularity at a sharp edge is integrable. In a real layer it is cut off by the layer's thickness and the blurring of the written charge.

If \(g\to0\), the edges of equal neighbours annihilate and the force disappears. For opposite neighbours they merge into one jump of size \(2n_0\). If instead \(g\gg L/\pi\), the neighbour hardly affects the force at the programmed edge, although it may still matter later as a destination.

## From force to the motion of trapped electrons

A trapped electron moves by being released, travelling in the conduction band and being trapped again. Let \(f\) be the free-electron density per area, \(N\) the trap density, \(c\) the capture coefficient and \(\nu\) the release rate. All traps have the same depth. With mobility \(\mu\) and thermal energy \(T\), the Einstein relation gives the free diffusion coefficient \(\mu T\), and

\[
\frac{\partial n}{\partial t}=cf(N-n)-\nu n,
\]
\[
\frac{\partial(n+f)}{\partial t}
=\frac{\partial}{\partial x}\left[\mu\left(T\frac{\partial f}{\partial x}
+f\frac{\partial U}{\partial x}\right)\right].
\]

The second equation conserves electrons. Its bracket is minus the particle current: electrons diffuse down their density gradient and drift down their energy gradient.

Define \(F=\nu/c\), \(D_0=\mu TF/N\) and \(s=D_0t\). The variable \(s\) is an area that measures elapsed time. Solving the trapping equation for \(f\) gives

\[
f=\frac{\nu n+\partial_tn}{c(N-n)}
=\frac{Fn}{N-n}\left(1+\frac{D_0}{\nu}\frac{\partial\ln n}{\partial s}\right),
\qquad
\frac{D_0}{\nu}=\frac{\mu T}{cN}\equiv\lambda^2.
\]

Here \(\lambda\) is the distance a free electron diffuses before retrapping in a nearly empty set of traps. When \(n\) changes little during an interval \(\lambda^2\) of \(s\), the correction is small and \(f=Fn/(N-n)\). If also \(F\ll N-n\), few electrons are free and \(n+f\) may be replaced by \(n\).

Since \(F\) is uniform, the bracket simplifies:

\[
Tf'+fU'=f\left[T(\ln f)'+U'\right]=f\zeta',
\qquad
\zeta=U+T\ln\frac{n}{N-n}.
\]

Thus \(\partial_tn=\partial_x(\mu f\zeta')\). The quantity \(\zeta\) is the electrochemical potential of the trapped electrons, measured from the trap level. Its logarithm contains the finite number of traps.

For calculation set \(u=n/n_0\), \(\beta=n_0/N\) and \(w=u/(1-\beta u)\). Then \(f=(Fn_0/N)w\), and division by \(n_0D_0\) gives

\[
\frac{\partial u}{\partial s}
=\frac{\partial}{\partial x}\left[
\frac{\partial w}{\partial x}
+w\frac{\partial}{\partial x}\frac UT\right].
\]

Neither the mobility nor the trap depth remains. They enter when \(s\) is converted to time through \(t=s/D_0\). At fixed temperature, ratios of \(s\) are ratios of time.

## How strong is drift compared with diffusion?

A weak density wave on a uniformly programmed layer gives a direct measure. Put \(u=1+\eta\cos qx\) with \(|\eta|\ll1\). The quotient rule gives \(dw/du=1/(1-\beta u)^2\), so to first order

\[
w'=\frac{(\eta\cos qx)'}{(1-\beta)^2},
\qquad
w\frac{U'}T=\frac{1}{1-\beta}\,\frac{n_0K(q)}T(\eta\cos qx)'.
\]

One more derivative produces \(-q^2\). The wave therefore decays per unit \(s\) at the rate

\[
\Gamma(q)=q^2\left[\frac1{(1-\beta)^2}
+\frac{n_0K(q)}{T(1-\beta)}\right].
\]

The ratio of the drift term to the diffusion term is \(n_0(1-\beta)K(q)/T\). Both terms smooth the wave: diffusion does so by itself, and drift does so because electrons repel one another.

When the density varies slowly over \(L\) and there is no fixed positive charge, \(U'\simeq n'/C\). The full equation then becomes nonlinear diffusion:

\[
\frac{\partial u}{\partial s}=\frac{\partial}{\partial x}
\left\{\left[\frac1{(1-\beta u)^2}
+\frac{n_0}{CT}\frac{u}{1-\beta u}\right]
\frac{\partial u}{\partial x}\right\}.
\]

The second coefficient vanishes as \(u\to0\). Electrostatic spreading is strong where much charge is stored and weak in a dilute tail. This local form is useful for broad profiles, but it cannot describe a sharp edge, where the full \(G\) is needed.

## Where the loss stops

The long-time limits follow from the free energy

\[
A=\frac12\int\rho U\,dx
+T\int\left[n\ln\frac nN+(N-n)\ln\left(1-\frac nN\right)\right]dx.
\]

Varying \(n\) at fixed \(p\) gives \(\delta A/\delta n=\zeta\): the factor \(1/2\) is cancelled by the symmetry of \(G\), and the constants from the two logarithms cancel. Take one period, or the part between two mirror planes of the pattern. Integration by parts then gives

\[
\frac{dA}{dt}=\int\zeta\frac{\partial n}{\partial t}dx
=-\int\mu f(\zeta')^2dx\le0.
\]

Motion stops when \(\zeta\) is uniform. There is one such state for a given electron number: the electrostatic term is convex because \(K(q)>0\), and the entropy term has second derivative \(TN/[n(N-n)]>0\).

For same-state cells, uniform \(n\) makes \(\zeta\) uniform and is therefore the final state. Electrons initially occupying a length \(l\) then fill \(l+g\), so the fraction lost from under each gate is

\[
P_{\rm same}(\infty)=\frac g{l+g}.
\]

The pattern is also symmetric about each mid-gap plane, so no net current crosses it. The cell loses charge into the gap, and a reflecting wall there is correct.

With neutral neighbours there is one programmed cell in each length \(2(l+g)\). The final state is again uniform, and

\[
P_{\rm neutral}(\infty)=1-\frac l{2(l+g)}.
\]

These two limits do not depend on the strength of the repulsion. With positive neighbours a uniform electron density does not make \(\zeta\) uniform, because \(p\) still produces a varying energy. The final distribution must then be computed.

## A cell with 200 Å or 80 Å gaps

Take round model parameters: \(l=300\) Å, \(a=80\) Å, \(b=100\) Å, \(\varepsilon=5\), \(T=0.030\) eV, \(n_0=5\times10^{-4}\) Å\(^{-2}\) and \(N=2\times10^{-3}\) Å\(^{-2}\). The stored density equals \(5\times10^{12}\) cm\(^{-2}\), and \(\beta=0.25\). The screening length is \(180/\pi=57\) Å. In these units the prefactor \(1/\varepsilon\) in \(G\) becomes \(e^2/\varepsilon\), with \(e^2\) the Coulomb constant in eV Å.

A uniform sheet has \(n_0K(0)=0.804\) eV. The long-wave ratio of drift to diffusion is therefore

\[
\frac{0.804\times(1-0.25)}{0.030}\simeq20.
\]

For the 200 Å gap, summing over the edges of the periodic pattern gives these forces, in eV/Å:

| Neighbour | 20 Å outside edge | Mid-gap |
|---|---:|---:|
| same | 0.00475 | 0 |
| neutral | 0.00499 | 0.00099 |
| opposite | 0.00523 | 0.00198 |

Near the edge, changing the neighbour from neutral to opposite adds \(0.00024/0.00499\), or about 5%. At mid-gap it doubles the force. The opposite-state field there is 0.20 MV/cm.

The initial energy drop from the centre of the programmed cell to the centre of its neighbour is 0.76 eV for a neutral neighbour and 1.51 eV for an opposite one. The factor of two follows from superposition. The opposite pattern is the neutral pattern minus a copy shifted by \(l+g\), and the shift exchanges the two centres. Equal neighbours have no centre-to-centre drop, yet their edges still push electrons into the gap.

The density was then evolved from the centre of a programmed gate to the centre of its neighbour, with no current through either end. A finite-volume method on a 2.5 Å grid was used, with a cosine series for \(U\) and an implicit integrator for stiff equations. The entries below are fractions lost from under the programmed gate. The columns give \(s\) in Å\(^2\).

| Gap, neighbour | \(10^2\) | \(10^3\) | \(10^4\) | \(10^6\) |
|---|---:|---:|---:|---:|
| 200 Å, same | 0.134 | 0.370 | 0.400 | 0.400 |
| 200 Å, neutral | 0.137 | 0.419 | 0.688 | 0.700 |
| 200 Å, opposite | 0.139 | 0.435 | 0.842 | 0.959 |
| 80 Å, same | 0.114 | 0.210 | 0.211 | 0.211 |
| 80 Å, neutral | 0.137 | 0.418 | 0.605 | 0.605 |
| 80 Å, opposite | 0.156 | 0.538 | 0.919 | 0.947 |

At \(s=100\) Å\(^2\) in the wide gap, the opposite-state loss exceeds the same-state loss by 4%. This agrees with the force formula, in which the cell's own edge dominates nearby. In the 80 Å gap the excess is already 36%. The neighbouring edge is only 1.4 screening lengths away there, so its field already acts on the electrons that leave the cell. The same-state loss of 0.114 has passed half of its limit, 0.211, but electrons arriving from the neighbour account for little of the excess: holding the equal neighbour's charge fixed raises the loss only to 0.117.

Later the neighbour matters as a destination. The same-state loss saturates at \(200/500=0.400\) in the wide gap and at \(80/380=0.211\) in the narrow one. A narrower gap protects a cell among equal neighbours because it has less room to fill. Beside an opposite-state cell, it raises the loss at \(s=10^4\) Å\(^2\) from 0.842 to 0.919.

For the wide gap and opposite neighbours, the final loss is 0.959, with 0.930 of the programmed electrons beyond mid-gap. The difference, 0.029, remains in the nearer half of the gap. The fixed positive charge holds most of the electrons on the other side, where they compensate the erased state. The programmed and erased states both degrade.

## What remains when the field is removed

Setting \(U=0\) leaves diffusion between the same traps. In the wide gap, the same-state loss at \(s=100\) Å\(^2\) falls from 0.134 to 0.043. At \(s=1000\) Å\(^2\) it falls from 0.370 to 0.137. At these two times, in the limit of rapid retrapping, the field thus multiplies the loss by about three. The factor is smaller at much earlier times, when diffusion across the sharp edge dominates. The gain in speed is larger: without the field, it takes about ten times as long to lose the first 0.13. Yet the field is not needed for loss to occur.

The diffusive value can be estimated by hand. For nearly empty traps \(w\simeq u\), and an isolated step at \(x=0\) spreads as \(u=\tfrac12\operatorname{erfc}(x/2\sqrt s)\). The amount that has crossed the edge, in units of \(n_0\), is

\[
\int_0^\infty u\,dx
=\sqrt s\int_0^\infty\operatorname{erfc}(y)\,dy
=\sqrt{\frac s\pi}.
\]

Two edges drain a gate of length \(l\), so the lost fraction is \(2\sqrt{s/\pi}/l\), or 0.038 at \(s=100\) Å\(^2\). Trap filling raises the diffusion coefficient from 1 toward \(1/(1-0.25)^2=1.78\). Using 1.78 throughout would multiply the estimate by \(\sqrt{1.78}\) and give 0.050. The computed 0.043 lies between the two.

Without the field, the same-state loss still ends at 0.400. For opposite neighbours it ends at 0.700 instead of 0.959. Between equal cells the field changes the speed and leaves the endpoint alone; beside fixed positive charge it changes both.

## When the reduced model may be used

Rapid retrapping is a real condition. For the wide gap and opposite neighbours, the separate equations for \(n\) and \(f\) were solved on a 5 Å grid with \(F/N=10^{-3}\) and no free electrons at the start. At \(s=1000\) Å\(^2\) the loss, counting both populations, is 0.436 for \(\lambda=3\) Å and 0.387 for \(\lambda=30\) Å. The reduced equation gives 0.436 on the same grid. In the second case one release time corresponds to \(s=\lambda^2=900\) Å\(^2\), nearly the whole interval, so release and transport can no longer be merged.

The 3 Å case checks the mathematical limit. The traps assumed here are about \(1/\sqrt N=22\) Å apart, and a free electron is unlikely to reach a new trap over a much shorter distance. With \(\lambda\) of that size, \(\lambda^2\) is about 500 Å\(^2\). The column at \(s=10^2\) Å\(^2\) therefore shows the limit of rapid retrapping, not the loss to expect in such a layer.

The electrostatics is a mean-field description. The average spacing of stored electrons, \(1/\sqrt{n_0}\), is about 45 Å, close to the screening length. At that distance two electrons repel each other with about 0.06 eV, which the conductors reduce to about 0.04 eV, still more than \(T\). They therefore tend to avoid one another, even in a wide cell, and the smooth density omits this correlation. A narrow cell will also show fluctuations that the model omits. Spreading the charge through the thickness of the nitride would weaken the force near an edge and slow the early loss. Separate gate electrodes would screen the gap less completely than the continuous conductor assumed here. A uniform electron density would then have a higher energy in the gap than under the gates, so it would no longer be the final state, and the limit \(g/(l+g)\) would hold only approximately.

A spread of trap depths would replace the single relation \(s=D_0t\) by a range of release times. Field-assisted release, vertical leakage, mobile holes and recombination are absent as well. If the release rate depends on the field, \(F\) varies along the layer, and one relation between \(s\) and time no longer holds. This can be a large effect. The force 20 Å outside an edge is about 0.005 eV/Å. For a trap that is positively charged when empty, the Poole–Frenkel lowering of the barrier, \(2\sqrt{e^2|U'|/\varepsilon}\), is then 0.24 eV, or \(8T\), which would change the local release rate far more than the factors of three and ten found above. Over 22 Å a free electron also gains about 0.11 eV from this force, nearly \(4T\), so a constant mobility with the Einstein relation is only a rough description near an edge. Moreover, the fraction lost from under a gate is not yet a threshold-voltage shift, since charge in the gap can still influence the channel.

Within these limits, the choice of boundary depends on the neighbour, the gap and the elapsed time. Reflecting walls at mid-gap suit equal neighbours. For the 200 Å gap they also give the model's loss at \(s=100\) Å\(^2\) beside an erased cell to within a few per cent. By \(s=10^4\) Å\(^2\) they give 0.400 where the opposite-state pattern gives 0.842, and the erased neighbour must be included in the calculation.
